# Capacitance times formation voltage for anodic tantalum oxide

## Problem

A flat tantalum foil is made the anode in an electrolyte, and the voltage is raised to a formation voltage $V_f$ and held there. A compact oxide film grows until the ionic current has become small. Its final thickness is proportional to the voltage,

$$d=aV_f,\qquad a=1.7\ \text{nm/V},$$

and its relative permittivity is $\varepsilon_r=27$. Let $c$ be the capacitance per unit area, measured afterwards with a small alternating voltage.

(a) Show that $cV_f$ is about 14 µC/cm², whatever the formation voltage.

(b) Find the thickness and capacitance of a film formed at 100 V, and its charge per area at a working voltage of 50 V.

(c) Explain why the thickness should follow the voltage, and how well it does so if every film is held for the same time.

Three assumptions are made. $V_f$ is the voltage across the film itself, the film has zero thickness at zero voltage, and the permittivity does not depend on the field.

## First estimate by scaling

The capacitance of a thin film varies as $1/d$, and $d$ varies as $V_f$. The product $cV_f$ therefore contains no voltage: a film formed at twice the voltage is twice as thick and has half the capacitance.

The size follows from the field. One volt across one nanometre of vacuum corresponds to a surface charge of $\varepsilon_0\times10^9$ V/m, roughly 1 µC/cm². The oxide multiplies this by 27, and the voltage is spread over 1.7 nm per volt instead of 1 nm, which divides it by 1.7:

$$cV_f\sim\frac{27}{1.7}\times1\ \text{µC/cm}^2\approx16\ \text{µC/cm}^2 .$$

## Exact solution

**The capacitance.** The film is much thinner than the foil is wide, so the field in it is perpendicular to the surface. There is no free charge inside the oxide in this model, so the field is also uniform. A voltage $V$ across the thickness $d$ then gives

$$E=\frac{V}{d}.$$

Apply Gauss's law to a flat box with one face inside the metal, where the static field vanishes, and the other in the oxide. The free charge per area on the metal is

$$\sigma=\varepsilon_0\varepsilon_rE=\frac{\varepsilon_0\varepsilon_r}{d}\,V .$$

The capacitance per area is the charge per volt:

$$c=\frac{\sigma}{V}=\frac{\varepsilon_0\varepsilon_r}{d}.$$

**The product.** Insert $d=aV_f$ and multiply by $V_f$:

$$c=\frac{\varepsilon_0\varepsilon_r}{aV_f}
\quad\Longrightarrow\quad
cV_f=\frac{\varepsilon_0\varepsilon_r}{a}.$$

The voltage has cancelled. With numbers,

$$cV_f=\frac{(8.854\times10^{-12}\ \text{F/m})\times27}{1.7\times10^{-9}\ \text{m/V}}=0.1406\ \text{C/m}^2 .$$

The unit is correct because F/m divided by m/V is F·V/m², and a farad times a volt is a coulomb. One C/m² is $10^6$ µC spread over $10^4$ cm², that is 100 µC/cm². Hence

$$cV_f=14.06\ \text{µC/cm}^2\approx14\ \text{µC/cm}^2 .$$

The inputs have two figures. If $\varepsilon_r$ lies between 26.5 and 27.5, and $a$ between 1.65 and 1.75 nm/V, the product lies between 13.4 and 14.8 µC/cm². The later digits serve only to compare cases within the model.

**Physical meaning.** At the end of formation the field is

$$E_f=\frac{V_f}{d}=\frac1a=5.88\ \text{MV/cm},$$

so $cV_f=\varepsilon_0\varepsilon_rE_f$. The product is the surface charge density at the formation field. It is the same for thin and thick films because growth ends at the same field in both.

**The film formed at 100 V.** Its thickness is $1.7\times100=170$ nm, and its capacitance is

$$c=\frac{14.06\ \text{µC/cm}^2}{100\ \text{V}}=0.1406\ \text{µF/cm}^2 .$$

At 50 V the thickness stays at 170 nm. The field is then 2.94 MV/cm and the charge is $0.1406\times50=7.03$ µC/cm². A capacitor operated below its formation voltage thus stores less than $cV_f$, in proportion to the working voltage.

## Why the thickness follows the voltage

The oxide grows because ions are driven through it by the field. In the high-field model the growth rate depends exponentially on the field,

$$\frac{\mathrm dd}{\mathrm dt}=r(E)=r_0\,e^{\beta(E-E_f)},\qquad E=\frac{V_f}{d},$$

where $r_0$ is the rate at the field $E_f=1/a$. At constant voltage, growth lowers the field, and the lower field slows the growth. If every film is stopped at the same small ionic current, it is stopped at the same rate $r$ and hence at the same $E$. Then $d=V_f/E$ is strictly proportional to $V_f$ in this model.

Stopping after the same time is slightly different. Differentiate $E=V_f/d$ at fixed $V_f$:

$$\frac{\mathrm dE}{\mathrm dt}=-\frac{V_f}{d^2}\frac{\mathrm dd}{\mathrm dt}=-\frac{E^2}{V_f}\,r(E).$$

Separate the variables and integrate from the initial field $E_s$ down to $E$. The minus sign reverses the limits:

$$t=V_f\int_E^{E_s}\frac{\mathrm dE'}{E'^2\,r(E')}\approx\frac{V_f}{\beta E^2r(E)} .$$

The last step uses the fact that $1/r$ falls by a factor $e$ whenever the field rises by $1/\beta$. The integral therefore comes mostly from a strip of width $1/\beta$ above its lower limit. This requires $\beta E\gg1$ and a final rate far below the initial one. With the rough value $\beta=5$ cm/MV, $\beta E_f=5\times5.88=29.4$.

At fixed voltage, a tenfold longer hold must lower $E^2r(E)$ tenfold. To leading order the slow factor $E^2$ is treated as constant, so the field falls by $\ln10/\beta$. Since $d=V_f/E$, a small fractional fall of the field is an equal fractional rise of the thickness:

$$\frac{\Delta d}{d}\approx\frac{\ln10}{\beta E_f}=\frac{2.303}{29.4}=7.8\,\% .$$

At fixed time, doubling the voltage must double $E^2r(E)$. The field is then higher by about $\ln2/\beta$, and the ratio $d/V_f$ is lower by $\ln2/(\beta E_f)=2.4\,\%$.

These rules can be compared with a numerical integration of the growth law, with $r_0=0.001$ nm/s and an initial rate of 0.5 nm/s. These rough values were chosen so that an hour's hold ends near 1.7 nm/V. This $r_0$ is a fitted number, not a measured one. An empirical rate law for tantalum at room temperature gives a growth rate at 5.88 MV/cm about a hundred times larger, so a real one-hour hold would end at a lower field and a larger ratio. The integration therefore does not predict that ratio; it shows how nearly constant the ratio is for the assumed $\beta$. A smaller $\beta$ would make it vary more, as the rule $\ln2/(\beta E_f)$ indicates. After one hour:

| $V_f$ (V) | $d$ (nm) | $d/V_f$ (nm/V) | $c$ (µF/cm²) | $cV_f$ (µC/cm²) |
|---:|---:|---:|---:|---:|
| 25 | 43.9 | 1.755 | 0.5450 | 13.62 |
| 50 | 85.8 | 1.716 | 0.2787 | 13.93 |
| 100 | 167.8 | 1.678 | 0.1425 | 14.25 |

From the first row to the last the capacitance falls by a factor of 3.8, while the product rises by less than 5 %. Between 50 and 100 V the ratio drops by 2.2 %, close to the 2.4 % of the rule. Extending the hold at 100 V from one hour to ten thickens the film by 7.8 %. That the rule gives the same two digits is partly luck. It neglects the change of $E^2$, and it equates the fractional fall of the field with the fractional rise of the thickness. Each of these changes the result by several per cent of its value, in opposite directions.

## Comparison of the estimate with the solution

The scaling estimate, 15.9 µC/cm² before it was rounded to 16, is about 13 % above the solution. The two have the same dependence on $\varepsilon_r$ and $a$, and the whole difference comes from rounding one number: $\varepsilon_0\times1$ V/nm is 0.885 µC/cm², not 1 µC/cm². Restoring it gives $0.885\times27/1.7=14.06$ µC/cm².

## Where the result shifts

**A film present at zero voltage.** The metal may carry a thin oxide before any voltage is applied. If growth is stopped at the same small ionic current, this alone does not change the final thickness in the growth model, as long as the first film is thinner than $aV_f$, because growth still ends at the same field. After a fixed hold time the same is nearly true, unless the first film is already close to $aV_f$. The thickness is shifted if a constant built-in voltage $V_0$ acts across the film in addition to $V_f$. Growth then ends at $d=a(V_f+V_0)=d_0+aV_f$, where $d_0=aV_0$ is the thickness at zero applied voltage. For this thickness the same algebra gives

$$cV_f=\frac{\varepsilon_0\varepsilon_rV_f}{d_0+aV_f}=\frac{\varepsilon_0\varepsilon_r}{a+d_0/V_f}.$$

For a rough $d_0=2$ nm and $V_f=100$ V, the denominator is 1.72 nm/V and the product is 13.90 µC/cm². The correction grows as $V_f$ decreases, and for $aV_f\ll d_0$ the product is no longer constant but proportional to $V_f$.

**A liquid contact.** If the capacitance is measured in an electrolyte, the compact layer of liquid at the oxide acts as a second capacitor $c_H$ in series. Both carry the same charge and their voltages add, so

$$\frac1{c_{\text{total}}}=\frac1c+\frac1{c_H}.$$

A layer of 0.3 nm with permittivity 7, both rough values, has $c_H=20.7$ µF/cm². It lowers the measured capacitance by 0.68 % for the 100 V film and by 6.4 % for a 10 V film, relative to the oxide alone.

**A curved surface.** For a metal sphere of radius $R$ under a film of thickness $d$, the capacitance is $4\pi\varepsilon_0\varepsilon_rR(R+d)/d$. Division by the metal area $4\pi R^2$ gives

$$c=\frac{\varepsilon_0\varepsilon_r}{d}\left(1+\frac dR\right).$$

With $R=1000$ nm and $d=170$ nm this is 17 % more than on a flat foil with the same film.

**Real capacitors.** The values 27 and 1.7 nm/V are typical of anodic tantalum oxide, so about 14 µC/cm² is the right size for a smooth foil. The ratio $a$ is not a fixed material constant, however, because it depends on the current at which growth is stopped. At room temperature 1.7 nm/V belongs to a film stopped while it is still growing at roughly 0.1 nm/s. A hold of an hour gives nearer 1.9 to 2.0 nm/V and a product near 12 µC/cm². Many tantalum capacitors instead use a sintered porous body, which breaks the assumption of a flat surface. The 17 % found for the sphere cannot be carried over to such a body. It refers to the metal area left after formation and to a film of given thickness, whereas real grains shrink as metal turns into oxide, and curvature also changes the field that drives growth. Bath temperature matters too. By a rough empirical rule, $a$ is proportional to the absolute temperature of the bath. If 1.7 nm/V holds at 298 K, a bath at 358 K gives a product of about 11.7 µC/cm², with the permittivity held fixed. Electronic leakage proportional to the voltage hardly affects the capacitance: a rough allowance of 0.01 s⁻¹ times the stored charge, divided by the capacitive current at 120 Hz for the same voltage amplitude, is $0.01/(2\pi\times120)=1.3\times10^{-5}$. Formation itself has a ceiling, because the film eventually sparks. A rough figure is 200 V, strongly dependent on the bath, so the 100 V example lies a factor of two below it. Beyond that ceiling the relation $d=aV_f$ cannot be used.

The numerical output below lists the main inputs and results.

## Table of computed values

```
vacuum permittivity: 8.8542e-12 F/m
relative permittivity: 27
thickness per volt: 1.7 nm/V
capacitance x formation voltage: 14.06 uC/cm2
the same in SI: 0.1406 C/m2
range from input rounding: 13.4 to 14.8 uC/cm2
example formation voltage: 100 V
example thickness: 170 nm
formation field: 5.88 MV/cm
capacitance from Laplace solver: 0.1406 uF/cm2
solver capacitance x voltage: 14.06 uC/cm2
working voltage: 50 V
working field: 2.94 MV/cm
charge at working voltage: 7.03 uC/cm2
growth rate, working / formation field: 4.1e-07
growth field coefficient (rough): 5 cm/MV
growth rate at formation field (rough): 0.001 nm/s
growth rate at start of hold (rough): 0.5 nm/s
1 h hold at 25 V: thickness 43.9 nm, ratio 1.755 nm/V
  capacitance 0.5450 uF/cm2, product 13.62 uC/cm2
1 h hold at 50 V: thickness 85.8 nm, ratio 1.716 nm/V
  capacitance 0.2787 uF/cm2, product 13.93 uC/cm2
1 h hold at 100 V: thickness 167.8 nm, ratio 1.678 nm/V
  capacitance 0.1425 uF/cm2, product 14.25 uC/cm2
thickening, 1 h to 10 h at 100 V: 7.8 %
logarithmic rule for tenfold time: 7.8 %
ratio drop, 50 V to 100 V at 1 h: 2.2 %
logarithmic rule for doubled voltage: 2.4 %
initial film (rough): 2 nm
product with initial film, 100 V: 13.90 uC/cm2
compact layer (rough): 0.3 nm, permittivity 7
compact layer capacitance: 20.7 uF/cm2
capacitance loss by layer, 100 V film: 0.68 %
capacitance loss by layer, 10 V film: 6.4 %
grain radius (rough): 1000 nm
capacitance gain on convex grain: 17.0 %
foil side: 1 cm
edge area / foil area: 6.8e-05
bath temperatures: 298 K and 358 K
product for hot bath (rough rule): 11.7 uC/cm2
leakage per stored charge (rough): 0.01 1/s
leakage / capacitive current at 120 Hz: 1.3e-05
sparking voltage (rough): 200 V
sparking / formation voltage: 2.0
```
